**Spin-orbit splitting in an sp3 tight-binding model of diamond type**

The program builds the 16×16 Bloch matrix of an sp3 model with the term ζ l·s on each atom, where l and s are the orbital and spin angular momenta in units of ħ and ζ is an energy. For identical atoms the bonding p level at Γ splits into a j = 3/2 quartet above a j = 1/2 doublet, with gap Δ₀ = 3ζ/2. The value of ζ is found by root search on the matrix eigenvalues, and the program asserts that it equals 2Δ₀/3. It also asserts the angular-momentum matrices, the tetrahedral bond sums, the level energies and their j character, and the twofold degeneracy of the bands at one general wave vector. Further assertions cover a second set of hoppings, a large ζ, the splitting at L and a case with unlike atoms. The output gives ζ = 0.0293 eV for an input splitting of 0.044 eV (silicon) and ζ = 0.193 eV for 0.29 eV (germanium). The splitting at L comes out at 0.6675 and 0.672 of the splitting at Γ, close to the first-order value 2/3. For the unlike atoms the full matrix gives 0.1804 eV, against 0.180 eV from the weighted first-order rule.

## Numerical check

```python
"""
Spin-orbit splitting at Gamma in an sp3 tight-binding model of diamond type.

Result under test: with zeta * l.s on every atom (l, s in units of hbar),
the bonding p level at Gamma splits into a j=3/2 quartet above a j=1/2
doublet, with the exact gap 3*zeta/2 when the two atoms are identical.

Symbols: Es, Ep    on-site energies (eV)
         Vss, Vsp, Vsig, Vpi    two-centre nearest-neighbour hoppings (eV)
         zeta      spin-orbit parameter (eV)
         V         p-p coupling of the two atoms at Gamma (eV)
Wave vectors are in units of 1/a, a being the cubic lattice constant.
Basis order: (atom A: s,x,y,z; atom B: s,x,y,z) times (spin up, spin down).
"""
import numpy as np
import sympy as sp
from scipy.constants import value
from scipy.optimize import brentq

HARTREE_EV = value("Hartree energy in eV")

# Orbital angular momentum from its definition, -i r x grad, on x, y, z
coords = sp.symbols("x y z", real=True)


def angular_momentum(component, function):
    i, j = (component + 1) % 3, (component + 2) % 3
    return -sp.I * (coords[i] * sp.diff(function, coords[j])
                    - coords[j] * sp.diff(function, coords[i]))


L_p = []
for comp in range(3):
    matrix = np.zeros((3, 3), complex)
    for col in range(3):
        image = sp.expand(angular_momentum(comp, coords[col]))
        for row in range(3):
            matrix[row, col] = complex(sp.diff(image, coords[row]))
    L_p.append(matrix)

S = [0.5 * np.array([[0, 1], [1, 0]], complex),
     0.5 * np.array([[0, -1j], [1j, 0]], complex),
     0.5 * np.array([[1, 0], [0, -1]], complex)]

levi_civita = np.array([[[float(sp.LeviCivita(k, i, j)) for j in range(3)]
                         for i in range(3)] for k in range(3)])
assert np.allclose(np.array(L_p), -1j * levi_civita)
assert np.allclose(L_p[0] @ L_p[1] - L_p[1] @ L_p[0], 1j * L_p[2])

# Eigenvalues of l.s by diagonalization, against the j(j+1) rule
ls_eigs = np.linalg.eigvalsh(sum(np.kron(L_p[c], S[c]) for c in range(3)))


def ls_rule(j):
    return 0.5 * (j * (j + 1) - 1 * 2 - 0.5 * 1.5)


assert np.allclose(ls_eigs, [ls_rule(0.5)] * 2 + [ls_rule(1.5)] * 4)

# Tetrahedral bonds from atom A to atom B
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4.0
units = bonds / np.linalg.norm(bonds, axis=1)[:, None]
assert np.allclose(units.sum(axis=0), 0)
assert np.allclose(units.T @ units, 4 / 3 * np.eye(3))


def hop(u, par):
    block = np.zeros((4, 4))
    block[0, 0] = par["Vss"]
    block[0, 1:] = u * par["Vsp"]
    block[1:, 0] = -u * par["Vsp"]
    block[1:, 1:] = (np.outer(u, u) * (par["Vsig"] - par["Vpi"])
                     + np.eye(3) * par["Vpi"])
    return block


def orbital_L(comp, weight_a=1.0, weight_b=1.0):
    full = np.zeros((8, 8), complex)
    full[1:4, 1:4] = weight_a * L_p[comp]
    full[5:8, 5:8] = weight_b * L_p[comp]
    return full


def hamiltonian(k, par, zeta_a, zeta_b=None, shift=0.0):
    """shift lowers the p level of atom A and raises that of atom B."""
    if zeta_b is None:
        zeta_b = zeta_a
    h = np.zeros((8, 8), complex)
    es, ep = par["Es"], par["Ep"]
    h[:4, :4] = np.diag([es] + [ep - shift] * 3)
    h[4:, 4:] = np.diag([es] + [ep + shift] * 3)
    h[:4, 4:] = sum(hop(u, par) * np.exp(1j * np.dot(k, d))
                    for u, d in zip(units, bonds))
    h[4:, :4] = h[:4, 4:].conj().T
    so = sum(np.kron(orbital_L(c, zeta_a, zeta_b), S[c]) for c in range(3))
    return np.kron(h, np.eye(2)) + so


GAMMA = np.zeros(3)
L_POINT = np.pi * np.ones(3)
model = dict(Es=-6.0, Ep=0.0, Vss=-2.0, Vsp=2.5, Vsig=3.0, Vpi=-1.0)


def gap_gamma(par, *args, **kwargs):
    e = np.linalg.eigvalsh(hamiltonian(GAMMA, par, *args, **kwargs))
    return e[4:8].mean() - e[2:4].mean()


def gap_L(par, zeta):
    e = np.linalg.eigvalsh(hamiltonian(L_POINT, par, zeta))
    return e[6:8].mean() - e[4:6].mean()


# Level scheme at Gamma without spin-orbit coupling
V = 4 / 3 * (model["Vsig"] + 2 * model["Vpi"])
e0 = np.linalg.eigvalsh(hamiltonian(GAMMA, model, 0.0))
assert np.allclose(e0[2:8], model["Ep"] - abs(V))
assert e0[2] - e0[1] > 1 and e0[8] - e0[7] > 1

print("Model parameters (eV):")
for name, number in model.items():
    print(f"  {name} = {number:.1f} eV")
print(f"l.s eigenvalues (hbar^2): {ls_eigs[0]:.1f} (2 states), "
      f"{ls_eigs[-1]:.1f} (4 states)")
print(f"p-p coupling at Gamma V = {V:.4f} eV")
print("Gamma levels without spin-orbit coupling:")
for label, lo, hi in (("s bonding", 0, 2), ("p bonding", 2, 8),
                      ("p antibonding", 8, 14), ("s antibonding", 14, 16)):
    assert np.ptp(e0[lo:hi]) < 1e-10
    print(f"  {label}: {e0[lo]:.4f} eV ({hi - lo} states)")

# Fit of zeta by root search on the eigenvalues of the full matrix
targets = {"silicon": 0.044, "germanium": 0.29}
J = [np.kron(orbital_L(c), np.eye(2)) + np.kron(np.eye(8), S[c])
     for c in range(3)]
J2 = sum(j @ j for j in J)
k_general = np.array([0.7, 1.9, -0.4])
for name, target in targets.items():
    zeta = brentq(lambda z: gap_gamma(model, z) - target, 0.0, 1.0,
                  xtol=1e-13)
    assert abs(zeta - 2 * target / 3) < 1e-10
    e, vec = np.linalg.eigh(hamiltonian(GAMMA, model, zeta))
    assert np.allclose(e[4:8], model["Ep"] - abs(V) + zeta / 2)
    assert np.allclose(e[2:4], model["Ep"] - abs(V) - zeta)
    j2_values = [np.trace(vec[:, a:b].conj().T @ J2 @ vec[:, a:b]).real
                 / (b - a) for a, b in ((4, 8), (2, 4))]
    assert np.allclose(j2_values, [1.5 * 2.5, 0.5 * 1.5])
    ek = np.linalg.eigvalsh(hamiltonian(k_general, model, zeta))
    assert np.max(np.abs(ek[0::2] - ek[1::2])) < 1e-10
    split_L = gap_L(model, zeta)
    deviation = split_L / zeta - 1
    deviation_half = gap_L(model, zeta / 2) / (zeta / 2) - 1
    assert abs(deviation) < 0.02
    assert abs(deviation / deviation_half - 2) < 0.1
    print(f"{name}: input splitting = {target:.3f} eV")
    print(f"  fitted zeta = {zeta:.5f} eV = "
          f"{1000 * zeta / HARTREE_EV:.4f} millihartree")
    print(f"  quartet j=3/2 at {e[4:8].mean():.5f} eV, "
          f"doublet j=1/2 at {e[2:4].mean():.5f} eV")
    print(f"  <J^2>: quartet {j2_values[0]:.2f}, "
          f"doublet {j2_values[1]:.2f} hbar^2")
    print(f"  splitting at L = {split_L:.5f} eV, "
          f"ratio to Gamma splitting = {split_L / target:.4f}")

# The top valence level at L is made of p orbitals perpendicular to [111]
eL, vL = np.linalg.eigh(hamiltonian(L_POINT, model, 0.0))
along = np.zeros((8, 8))
along[0, 0] = along[4, 4] = 1.0
along[1:4, 1:4] = along[5:8, 5:8] = np.ones((3, 3)) / 3
top = vL[:, 4:8]
other_weight = np.trace(top.conj().T @ np.kron(along, np.eye(2)) @ top).real
assert abs(other_weight) < 1e-10 and np.ptp(eL[4:8]) < 1e-10
print(f"Top valence level at L without spin-orbit: {eL[7]:.4f} eV")

# Independence of hoppings, and validity beyond first order in zeta
other = dict(Es=-6.0, Ep=0.0, Vss=-2.0, Vsp=1.7, Vsig=2.5, Vpi=-0.5)
large_zeta = 0.8
gap_one, gap_two = gap_gamma(model, large_zeta), gap_gamma(other, large_zeta)
assert abs(gap_one - 1.5 * large_zeta) < 1e-10
assert abs(gap_two - 1.5 * large_zeta) < 1e-10
print(f"Large zeta = {large_zeta:.1f} eV: gap = {gap_one:.4f} eV, "
      f"with other hoppings {gap_two:.4f} eV")

# Unlike atoms: the gap follows the weights of the bonding p state
shift, zeta_a, zeta_b = 1.0, 0.1, 0.2
weight_a = 0.5 * (1 + shift / np.hypot(shift, V))
first_order = 1.5 * (weight_a * zeta_a + (1 - weight_a) * zeta_b)
full_gap = gap_gamma(model, zeta_a, zeta_b, shift)
plain_mean = 1.5 * 0.5 * (zeta_a + zeta_b)
# the remainder is of second order in the difference of the two zetas
assert abs(full_gap - first_order) < 1e-3
assert abs(full_gap - plain_mean) > 1e-2
print(f"Unlike atoms: p levels at {model['Ep'] - shift:.1f} (A) and "
      f"{model['Ep'] + shift:.1f} (B) eV")
print(f"  zeta_A = {zeta_a:.1f} eV, zeta_B = {zeta_b:.1f} eV, "
      f"weight on A = {weight_a:.3f}")
print(f"  gap: full matrix {full_gap:.5f} eV, weighted rule "
      f"{first_order:.5f} eV")
print(f"  gap from the unweighted mean zeta = {plain_mean:.5f} eV")

print("ALL CHECKS PASSED")
```

It prints:

```
Model parameters (eV):
  Es = -6.0 eV
  Ep = 0.0 eV
  Vss = -2.0 eV
  Vsp = 2.5 eV
  Vsig = 3.0 eV
  Vpi = -1.0 eV
l.s eigenvalues (hbar^2): -1.0 (2 states), 0.5 (4 states)
p-p coupling at Gamma V = 1.3333 eV
Gamma levels without spin-orbit coupling:
  s bonding: -14.0000 eV (2 states)
  p bonding: -1.3333 eV (6 states)
  p antibonding: 1.3333 eV (6 states)
  s antibonding: 2.0000 eV (2 states)
silicon: input splitting = 0.044 eV
  fitted zeta = 0.02933 eV = 1.0780 millihartree
  quartet j=3/2 at -1.31867 eV, doublet j=1/2 at -1.36267 eV
  <J^2>: quartet 3.75, doublet 0.75 hbar^2
  splitting at L = 0.02937 eV, ratio to Gamma splitting = 0.6675
germanium: input splitting = 0.290 eV
  fitted zeta = 0.19333 eV = 7.1049 millihartree
  quartet j=3/2 at -1.23667 eV, doublet j=1/2 at -1.52667 eV
  <J^2>: quartet 3.75, doublet 0.75 hbar^2
  splitting at L = 0.19490 eV, ratio to Gamma splitting = 0.6721
Top valence level at L without spin-orbit: -3.3333 eV
Large zeta = 0.8 eV: gap = 1.2000 eV, with other hoppings 1.2000 eV
Unlike atoms: p levels at -1.0 (A) and 1.0 (B) eV
  zeta_A = 0.1 eV, zeta_B = 0.2 eV, weight on A = 0.800
  gap: full matrix 0.18037 eV, weighted rule 0.18000 eV
  gap from the unweighted mean zeta = 0.22500 eV
ALL CHECKS PASSED
```
